# Kramers-Restricted Hartree-Fock: Quaternion Structure and Double Degeneracy from Time Reversal, part 1

(Sections cited here and not found follow in the second part.)

In a molecule such as HBr, spin-orbit coupling splits the bromine 2p shell by tens of electronvolts and the valence \(\pi\) level by a few tenths of one. An orbital is then a two-component complex function, and the reason for double occupation in restricted Hartree-Fock (RHF), one spatial function with two spins, is gone. Without a magnetic field the Hamiltonian is still invariant under time reversal. The question is what this symmetry leaves of the closed-shell structure, and whether invariance of the Hamiltonian is enough to secure it.

## Setting

Atomic units are used. A spinor is expanded in \(n\) real, linearly independent functions \(\chi_\mu\), \(\psi^\sigma=\sum_\mu\chi_\mu v^\sigma_\mu\) with \(\sigma=\alpha,\beta\). Matrices of size \(2n\) have blocks \(M^{\sigma\tau}\) of size \(n\). \(S\) is the real symmetric overlap matrix, also written for \(1_2\otimes S\), and \(\langle v|w\rangle=v^\dagger Sw\). Tr is the \(2n\)-dimensional trace, tr the \(n\)-dimensional one, and \(A\cdot B=\sum_{\mu\nu}A_{\mu\nu}B_{\mu\nu}\). Time reversal is \(-i\sigma_y\) times complex conjugation. The \(\chi_\mu\) are real, so it acts on coefficients:
\[\Theta v=Uv^*,\quad U=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\quad U^2=-1,\quad U^T=U^{-1},\quad US=SU.\]
For matrices define \(\tau(M)=UM^*U^T\), so that \(\tau(M)\Theta v=UM^*v^*=\Theta(Mv)\). \(M\) is even if \(\tau(M)=M\) and odd if \(\tau(M)=-M\).

**Assumptions.** (A1) The one-electron matrix \(h\) is Hermitian and even. (A2) The electrons repel through the spin-free \(1/r_{12}\), with real integrals \((\mu\nu|\lambda\kappa)\). (A3) The state is a determinant of \(N\) orthonormal spinors whose span is mapped into itself by \(\Theta\).

**Theorem.** Under A1 to A3:

(a) \(N\) is even, and \(h\), the density matrix \(P\) and the Fock matrix \(F\) have the form \(M=\sum_{q=0}^3M_qe_q\), with \(e_0=1_2\), \(e_1=i\sigma_z\), \(e_2=i\sigma_y\), \(e_3=i\sigma_x\) obeying Hamilton's rules, \(M_0\) real symmetric and \(M_{1,2,3}\) real antisymmetric.

(b) With \(J[D]_{\mu\nu}=\sum(\mu\nu|\lambda\kappa)D_{\kappa\lambda}\) and \(K[D]_{\mu\nu}=\sum(\mu\lambda|\kappa\nu)D_{\lambda\kappa}\),
\[F_0=h_0+2J[P_0]-K[P_0],\qquad F_k=h_k-K[P_k]\ \ (k=1,2,3),\]
\[E=\sum_q(h_q+F_q)\cdot P_q+V_{nn},\qquad\delta E=2\sum_qF_q\cdot\delta P_q\ \ (\delta P\text{ even}).\]

(c) Every eigenvalue of \(Fv=\varepsilon Sv\) has even multiplicity, and occupying whole pairs \(v,\Theta v\) reproduces A3.

(d) A determinant stationary among those obeying A3 is stationary among all complex determinants, that is, in generalized Hartree-Fock (GHF).

## Algebra of time reversal

**Lemma 1.** \(\Theta^2=-1\), \(\langle\Theta v|\Theta w\rangle=\langle w|v\rangle\), \(\langle\Theta v|v\rangle=0\), and a \(\Theta\)-invariant space has an orthonormal basis of pairs \(v,\Theta v\).

*Proof.* \(U\) is real, so \(\Theta^2v=U^2v=-v\). Next, \(\langle\Theta v|\Theta w\rangle=v^TU^TSUw^*=v^TSw^*=w^\dagger Sv\), the last step transposing a scalar. With \(w=\Theta v\) the left side is \(-\langle\Theta v|v\rangle\) and the right side \(+\langle\Theta v|v\rangle\), so both vanish. Pick a normalized \(v\) in the space; \(\Theta v\) is normalized and orthogonal to it. If \(w\) is orthogonal to both, then \(\langle\Theta w|\Theta v\rangle=\langle v|w\rangle=0\) and \(\langle\Theta w|v\rangle=-\langle\Theta w|\Theta\Theta v\rangle=-\langle\Theta v|w\rangle=0\). The complement is again invariant, and the construction repeats until the space is exhausted. ∎

**Lemma 2.** Even matrices are the quaternion matrices \(\sum M_qe_q\) with real \(M_q\). They are closed under products, adjoints, inverses and real functions of Hermitian matrices. For Hermitian matrices, \(\mathrm{Tr}\,MN=2\sum_qM_q\cdot N_q\) if both are even, and \(\mathrm{Tr}\,MN=0\) if one is even and one odd.

*Proof.* Multiplying out the blocks,
\[\tau(M)=\begin{pmatrix}M^{\beta\beta*}&-M^{\beta\alpha*}\\-M^{\alpha\beta*}&M^{\alpha\alpha*}\end{pmatrix},\quad\text{so } M \text{ even}\iff M=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.\]
Write \(A=M_0+iM_1\), \(B=M_2+iM_3\). The diagonal blocks are \(M_0\pm iM_1\), which is \(M_0e_0+M_1i\sigma_z\). The off-diagonal blocks are \(M_2+iM_3\) and \(-M_2+iM_3\), which is \(M_2i\sigma_y+M_3i\sigma_x\). From \(\sigma_k^2=1\), \(e_k^2=-1\). From \(\sigma_z\sigma_y=-i\sigma_x\), \(e_1e_2=-\sigma_z\sigma_y=e_3\); likewise \(e_2e_3=-\sigma_y\sigma_x=e_1\) and \(e_3e_1=-\sigma_x\sigma_z=e_2\), and the units anticommute. These are Hamilton's rules. Since \(e_k^\dagger=-e_k\), \(M^\dagger=M_0^T-\sum_kM_k^Te_k\), so Hermiticity means \(M_0^T=M_0\) and \(M_k^T=-M_k\).

Inserting \(U^TU=1\) gives \(\tau(MN)=\tau(M)\tau(N)\), hence \(\tau(M^{-1})=\tau(M)^{-1}\); also \(\tau(M^\dagger)=\tau(M)^\dagger\) and \(\tau^2(M)=U^2M(U^T)^2=M\). A real function of a Hermitian matrix equals a real polynomial in it, interpolated on the spectrum, and is therefore even.

The \(2\times2\) trace of \(e_qe_r\) is 2 for \(q=r=0\), \(-2\) for \(q=r\ge1\) and 0 otherwise, so for any even matrices
\[\mathrm{Tr}\,MN=2\,\mathrm{tr}M_0N_0-2\sum_k\mathrm{tr}M_kN_k.\tag{1}\]
With \(\mathrm{tr}AB=A\cdot B^T\), the antisymmetry of \(N_k\) turns the minus sign into a plus. For the mixed case, \(\mathrm{Tr}\,\tau(X)=(\mathrm{Tr}X)^*\). The trace of a product of two Hermitian matrices is real, while \(\tau(MN)=-MN\), so it equals its own negative. ∎

A Hermitian even matrix has \(n(n+1)/2+3n(n-1)/2=2n^2-n\) real parameters in place of \(4n^2\).

**Lemma 3.** A1 holds for the kinetically balanced Dirac matrix and for the one-electron exact two-component (X2C) matrix, in a real scalar potential \(V\).

*Proof.* Expand the large component in \(\chi_\mu\) and the small one in \(\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu/2c\). With \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) and \(T\) the matrix of \(p^2/2\), the coupling block is \(c\,p^2/2c\to T\), the small metric is \(p^2/4c^2\to T/2c^2\), and the shifted rest energy contributes \(-2c^2\cdot T/2c^2=-T\):
\[h^D=\begin{pmatrix}V&T\\T&W/4c^2-T\end{pmatrix},\qquad\text{metric}=\begin{pmatrix}S&0\\0&T/2c^2\end{pmatrix}.\]
From \(\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abk}\sigma_k\) and \((-i)^*(-i)=1\),
\[W_{\mu\nu}=\int V\,\nabla\chi_\mu\cdot\nabla\chi_\nu+i\boldsymbol\sigma\cdot\int V\,\nabla\chi_\mu\times\nabla\chi_\nu .\]
Both integrals are real, so \(W\) is quaternion, and its antisymmetric cross-product part carries the spin-orbit coupling. Each block is even, so if \(v\) is an eigenvector of \(h^D\) with real eigenvalue, \(\Theta v\) is one too, and the electronic solutions span an invariant space. Arranged in pairs, their large and small coefficients \(C^L,C^S\) are even matrices (Lemma 4). Then \(X=C^S(C^L)^{-1}\), \(\tilde S=S+X^\dagger TX/2c^2\), \(R=S^{-1/2}(S^{-1/2}\tilde SS^{-1/2})^{-1/2}S^{1/2}\) and
\[h=R^\dagger\left[V+TX+X^\dagger T+X^\dagger(W/4c^2-T)X\right]R\]
are even by Lemma 2. Contraction with real coefficients preserves this. ∎

**Lemma 4.** A quaternion column is a Kramers pair, and A3 is equivalent to \(P\) even.

*Proof.* In the block form, a quaternion column with complex parts \(a,b\) is the \(2n\times2\) array with columns \(v=(a,-b^*)\) and \((b,a^*)\). Now \(Uv^*=U(a^*,-b)=(b,a^*)\), so the second column is \(\Theta v\). Under A3, Lemma 1 gives \(N/2\) such columns forming an even array \(C_o\), and \(P=\sum(vv^\dagger+\Theta v(\Theta v)^\dagger)=C_oC_o^\dagger\) is even because \(\tau(vv^\dagger)=\Theta v(\Theta v)^\dagger\) and \(\tau^2=1\). Conversely, if \(P\) is even and \(PSw=w\), then \(PS\Theta w=\Theta w\), so the occupied space is invariant. ∎

## Proof of the theorem

**(a) and (b).** The energy of a determinant is \(E=\sum_ih_{ii}+\frac12\sum_{ij}[(ii|jj)-(ij|ji)]+V_{nn}\). Expand the spinors, with \(P^{\sigma\tau}_{\mu\nu}=\sum_iv^\sigma_{\mu i}v^{\tau*}_{\nu i}\). In \((ii|jj)\) the spin is summed separately for each electron, so the spin-traced \(P^{\alpha\alpha}+P^{\beta\beta}\) appears twice. In \((ij|ji)\) electron 1 carries \(v^{\sigma*}_{\mu i}v^\sigma_{\lambda j}\) and electron 2 carries \(v^{\tau*}_{\kappa j}v^\tau_{\nu i}\), so the sums give \(\sum(\mu\lambda|\kappa\nu)P^{\sigma\tau}_{\lambda\kappa}P^{\tau\sigma}_{\nu\mu}\). Hence, for any determinant,
\[E=\mathrm{Tr}\,hP+\tfrac12\mathrm{Tr}\,G[P]P+V_{nn},\qquad G^{\sigma\tau}=\delta_{\sigma\tau}J[P^{\alpha\alpha}+P^{\beta\beta}]-K[P^{\sigma\tau}].\]
Interchanging the two electrons in the integrals gives \(\mathrm{Tr}\,G[P]Q=\mathrm{Tr}\,G[Q]P\), so the two first-order terms of the quadratic part are equal and \(\delta E=\mathrm{Tr}\,F\delta P\) with \(F=h+G[P]\).

For even \(P\), \(P^{\alpha\alpha}+P^{\beta\beta}=(P_0+iP_1)+(P_0-iP_1)=2P_0\), which gives the Coulomb term \(2J[P_0]e_0\). \(K\) is linear with real coefficients and acts on spatial indices alone, so it maps \(\sum P_qe_q\) to \(\sum K[P_q]e_q\). These are the components in (b). Symmetry is kept: renaming \(\lambda\leftrightarrow\kappa\) and using \((\nu\kappa|\lambda\mu)=(\mu\lambda|\kappa\nu)\) gives \(K[D]^T=K[D^T]\). Since \(E=\frac12\mathrm{Tr}(h+F)P+V_{nn}\), the trace formula of Lemma 2 gives both expressions in (b).

**(c).** \(F\) and \(S\) are even and \(\varepsilon\) is real, so \(F\Theta v=\Theta(Fv)=\varepsilon S\Theta v\). Each eigenspace is invariant and has even dimension by Lemma 1. Collecting pairs as quaternion columns gives \(FC=SC\varepsilon\), an \(n\times n\) quaternion problem with a real diagonal \(\varepsilon\). Occupying \(N/2\) columns gives an even \(P\) by Lemma 4, hence an even \(F\), so the self-consistent-field (SCF) cycle stays in the even sector.

A second proof builds the eigenvectors. Let \(\tilde F=S^{-1/2}FS^{-1/2}\), Hermitian and even. Its diagonal elements are real, because antisymmetric matrices have zero diagonal. For column \(k\), let \(x_i\) (\(i>k\)) be the quaternions below the diagonal and \(|x_i|^2\) the sum of squares of their components, so that \(x_i^\dagger x_i=|x_i|^2\). The diagonal unitary \(D\) with \(d_i=x_i/|x_i|\) for \(i>k\), \(x_i\ne0\), and \(d_i=1\) otherwise turns them into \(d_i^\dagger x_i=|x_i|\), a real vector \(r\). If \(r\neq0\), take the real reflection \(H=1-2uu^T/u^Tu\) with \(u=r+\|r\|\hat1\), \(\hat1\) the first unit vector. Here \(u^Tu=2\|r\|(\|r\|+r_1)=2u^Tr\), so \(Hr=r-u=-\|r\|\hat1\). Both operations touch only indices above \(k\), where earlier columns are already zero. After \(n-1\) steps \(Q^\dagger\tilde FQ=1_2\otimes T_r\) with \(T_r\) real, symmetric and tridiagonal, and each of its \(n\) eigenvalues appears twice.

**(d).** In the orthonormal basis, \(\tilde P=S^{1/2}PS^{1/2}\) is a projector, and neighbouring determinants are \(e^{\kappa}\tilde Pe^{-\kappa}\) with \(\kappa^\dagger=-\kappa\), so \(\delta E=\mathrm{Tr}\,\tilde F[\kappa,\tilde P]\). Split \(\kappa=\kappa_e+\kappa_o\) with \(\kappa_{e,o}=\frac12(\kappa\pm\tau(\kappa))\), both anti-Hermitian. Rotations by \(\kappa_e\) keep \(\tilde P\) even. The commutator \([\kappa_o,\tilde P]\) is Hermitian and odd, so by Lemma 2 its trace with \(\tilde F\) vanishes at every determinant obeying A3, converged or not. If the even gradient vanishes too, then \(0=\mathrm{Tr}\,\tilde F[\kappa,\tilde P]=\mathrm{Tr}\,\kappa[\tilde P,\tilde F]\) for all \(\kappa\). The choice \(\kappa=[\tilde P,\tilde F]\), which is anti-Hermitian, gives minus its squared norm, so \([\tilde F,\tilde P]=0\). The occupied space is then invariant under \(\tilde F\) and \(\Theta\), and Lemma 1 applied to each eigenspace of \(\tilde F\) inside it yields paired canonical spinors. ∎

## Consequences

Under A1 to A3 the closed-shell structure survives as Kramers pairs: the density and Fock matrices are quaternion, the Fock levels are paired, and a determinant stationary among those obeying A3 is also stationary in GHF. What remains is to draw the consequences for densities, total spin and weak coupling, to show where the result fails, and to test it numerically on HBr.
